# Linear-parabolic film growth from three equal fluxes

**Q:** An oxide film on a solid grows by consuming a gas. The oxidant must enter the film, cross it and react at the far side. These are three different processes, so why expect one simple growth law?

**A:** Because they act in series. If almost no oxidant accumulates on the way, the same number of molecules per unit area and time passes through each stage. Call this common flux $F$. Each stage gives one equation for $F$, and the unknown concentrations between the stages can be eliminated.

I assume a flat film of thickness $x$, one neutral oxidant that dissolves as whole molecules, and constant temperature $T$ and gas pressure $P$. The reaction takes place at the inner interface. Units are Gaussian, with lengths in cm in the formulas.

**Q:** Start with the gas. Its density and the concentration dissolved in the film are different quantities. How can they appear in one flux equation?

**A:** Through Henry's law. Let $P_S$ be the oxidant pressure right at the film surface. For an ideal gas the number density is pressure divided by $k_BT$, so transfer from the bulk gas to the surface gives

$$F=\frac{h_G}{k_BT}\,(P-P_S),$$

where $h_G$ is the gas transfer coefficient, in cm/s. Let $C_0$ be the dissolved concentration just inside the surface. Henry's law says $C_0=KP_S$. Define $C^*=KP$, the concentration in equilibrium with the bulk gas. Then $P-P_S=(C^*-C_0)/K$, and

$$F=h\,(C^*-C_0),\qquad h=\frac{h_G}{K k_BT}.$$

The coefficient $h$ thus refers to concentrations in the film. If the molecules split on dissolving, $C_0$ need not be proportional to $P_S$, and this step has to be redone.

**Q:** And inside the film?

**A:** Let $y$ run from the outer surface, $y=0$, to the reacting interface, $y=x$. With diffusivity $D$, Fick's law gives the flux $-D\,dC/dy$. In a steady state this flux is the same at every $y$, so $C$ is a straight line from $C_0$ to the interface value $C_i$. Its slope is $(C_i-C_0)/x$, hence

$$F=D\,\frac{C_0-C_i}{x}.$$

A first-order reaction with rate constant $k$, in cm/s, consumes

$$F=kC_i .$$

**Q:** There are now three equations and three unknowns, $F$, $C_0$ and $C_i$. What is the flux?

**A:** Solve each equation for its concentration drop:

$$C^*-C_0=\frac{F}{h},\qquad C_0-C_i=\frac{Fx}{D},\qquad C_i=\frac{F}{k}.$$

On adding them, $C_0$ and $C_i$ cancel on the left:

$$C^*=F\left(\frac1h+\frac xD+\frac1k\right),\qquad F=\frac{C^*}{1/h+x/D+1/k}.$$

The three terms are resistances in series, and $C^*$ plays the part of the voltage. Only the middle resistance grows with the film.

**Q:** A flux is not yet a thickness. How do you get from one to the other?

**A:** By counting. Let $N$ be the number of oxidant molecules bound in unit volume of film. If one formula unit of the film takes up two oxidant molecules, $N$ is twice the density of formula units. Thickening by $dx$ binds $N\,dx$ molecules per unit area, so $N\,dx/dt=F$. Insert $F$ and multiply numerator and denominator by $2D$:

$$\frac{dx}{dt}=\frac{2DC^*/N}{2x+2D(1/k+1/h)}=\frac{B}{2x+A},$$

$$A=2D\left(\frac1k+\frac1h\right),\qquad B=\frac{2DC^*}{N}.$$

$A$ is a length and $B$ is a length squared per time. Separate the variables, $(2x+A)\,dx=B\,dt$, and integrate from thickness $x_i$ at $t=0$:

$$x^2+Ax-(x_i^2+Ax_i)=Bt .$$

With $\tau=(x_i^2+Ax_i)/B$ this becomes the Deal–Grove law,

$$x^2+Ax=B(t+\tau).$$

**Q:** Does $\tau$ mean that the initial film really took a time $\tau$ to grow?

**A:** Not necessarily. It is the time this law, with these constants, would need to grow $x_i$ from zero. The initial film may have been made in another way. To get the thickness explicitly, complete the square, $(x+A/2)^2=A^2/4+B(t+\tau)$, and take the positive root:

$$x=\frac A2\left[\sqrt{1+\frac{4B(t+\tau)}{A^2}}-1\right].$$

**Q:** The law is called linear-parabolic. When is it which?

**A:** Factor the left side in two ways. From $Ax(1+x/A)=B(t+\tau)$ and $x^2(1+A/x)=B(t+\tau)$ follow

$$\frac{x}{(B/A)(t+\tau)}=\frac1{1+x/A},\qquad
\frac{x^2}{B(t+\tau)}=\frac1{1+A/x}.$$

For $x\ll A$ the first ratio is near 1 and growth is linear, with rate constant

$$\frac BA=\frac{C^*}{N(1/k+1/h)}.$$

Here $D$ has cancelled, because crossing a thin film costs little. For $x\gg A$ the second ratio is near 1 and $x^2\approx B(t+\tau)$. Now $k$ and $h$ have dropped out, because diffusion holds nearly all the resistance.

The two regimes join smoothly. The local exponent is

$$\frac{d\ln x}{d\ln(t+\tau)}=\frac{t+\tau}{x}\,\frac{B}{2x+A}=\frac{x+A}{2x+A},$$

where the last step uses $B(t+\tau)=x(x+A)$. It falls from 1 to 1/2 as $x$ grows. At $x=A/2$ the diffusion resistance $x/D$ equals $1/k+1/h$, and the growth rate is half its value at zero thickness.

**Q:** What does the gas pressure change?

**A:** At fixed $T$, and with $h_G$, $K$, $D$ and $k$ independent of pressure, $C^*=KP$ makes $B$ proportional to $P$. $A$ does not contain $C^*$ and stays the same. The linear and the parabolic rate constants therefore both scale with $P$. Gas diffusivities fall as the inverse of the total pressure, so a constant $h_G$ is a safe assumption only where $1/h\ll1/k$ and the gas step does not matter. The scaling of $B/A$ also rests on the reaction being first order in $C_i$.

**Q:** Give me numbers. I suspect that the gas step is there only for completeness.

**A:** Take round model parameters that stand for no particular material: $T=1300$ K, $P=10^6$ dyn/cm², $K=5\times10^{10}$ cm⁻³ per dyn/cm², $D=5\times10^{-9}$ cm²/s, $k=10^{-3}$ cm/s, $h_G=1$ cm/s, $N=2\times10^{22}$ cm⁻³ and $x_i=0.02$ µm. Then $C^*=KP=5\times10^{16}$ cm⁻³ and $h=h_G/(Kk_BT)=111$ cm/s. The resistances are $1/k=1000$ s/cm and $1/h=0.0090$ s/cm, so

$$A=2(5\times10^{-9})(1000+0.009)\ \text{cm}=1.0\times10^{-5}\ \text{cm}=0.10\ \text{µm},$$

$$B=\frac{2(5\times10^{-9})(5\times10^{16})}{2\times10^{22}}\ \frac{\text{cm}^2}{\text{s}}=2.5\times10^{-14}\ \frac{\text{cm}^2}{\text{s}}=0.0090\ \frac{\text{µm}^2}{\text{h}}.$$

The offset is $\tau=(0.0004+0.0020)/0.0090=0.267$ h. After one hour $B(t+\tau)=0.0090\times1.267=0.0114$ µm², and

$$x=-0.05+\sqrt{0.0025+0.0114}=0.068\ \text{µm}.$$

At that moment diffusion contributes $x/D=1358$ s/cm, somewhat more than the reaction. The interface concentration is $C_i/C^*=1000/2358=0.42$, while $C_0$ lies below $C^*$ by only about 4 parts in a million. So for these parameters you are right: the gas step is negligible. That is a result of the numbers, not of the law. With $h_G=10^{-5}$ cm/s instead, $1/h$ becomes 897 s/cm and $A$ rises to 0.19 µm, while $B$ is unchanged. This value only illustrates the formula. A gas diffusivity of about 2.5 cm²/s, typical at this temperature and pressure, would need a stagnant layer kilometres thick to give it. Even a metre of stagnant gas changes $A$ by less than 0.1% for these $K$ and $k$.

**Q:** After a hundred hours, is the growth parabolic?

**A:** Nearly, but the approach is slow:

| $t$ (h) | $x$ (µm) | $x^2/[B(t+\tau)]$ | exponent |
|---|---|---|---|
| 0.1 | 0.026 | 0.21 | 0.83 |
| 1 | 0.068 | 0.40 | 0.71 |
| 10 | 0.258 | 0.72 | 0.58 |
| 100 | 0.901 | 0.90 | 0.53 |

At 100 h the film is nine times thicker than $A$, yet $x^2/(t+\tau)$ still lies 10% below $B$, as $1/(1+A/x)$ requires. To extract the constants from thickness data it is better to keep both terms. Subtract the initial values, $(x^2-x_i^2)+A(x-x_i)=Bt$, and divide by $x-x_i$:

$$x+x_i=B\,\frac{t}{x-x_i}-A .$$

A plot of $x+x_i$ against $t/(x-x_i)$ is a straight line with slope $B$ and intercept $-A$. It needs no value of $\tau$, but it needs $x_i$, and the early points are sensitive to it. In the example, an unweighted fit to data from 0.1 to 100 h with $x_i$ wrong by 10% shifts $A$ by some 15 to 30%. To get $D$ from $B=2DC^*/N$, one must also know the ratio $C^*/N$.

**Q:** Now my main objection. You assumed a steady state in a film whose thickness changes. That is a contradiction.

**A:** It is an approximation, and its error can be bounded. Drop the steady state and let $C(y,t)$ obey the diffusion equation in the frame of the film, where the outer surface stays at $y=0$ and new film is added at $y=x(t)$:

$$\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial y^2},\qquad 0<y<x(t).$$

Write $C'$ for $\partial C/\partial y$ and $\dot x$ for $dx/dt$. At the outer surface $-DC'(0)=h(C^*-C_0)$. At the inner one, part of the arriving flux reacts and part stays dissolved in the newly formed film:

$$-DC'(x)=kC_i+C_i\dot x,\qquad N\dot x=kC_i .$$

The extra term is small: $C_i\dot x/(kC_i)=\dot x/k=C_i/N$. The ratio that matters is therefore $\varepsilon=C^*/N$, dissolved against bound oxidant.

**Q:** A small term can still add up over a long time. Where is the bound?

**A:** Consider the weighted content of dissolved oxidant,

$$M(t)=\int_0^{x(t)}\left(y+\frac Dh\right)C\,dy .$$

Its time derivative has a part from the moving limit and a part from $\partial C/\partial t=DC''$. Integrating the latter by parts gives

$$\dot M=\left(x+\frac Dh\right)C_i\dot x+D\left(x+\frac Dh\right)C'(x)-\frac{D^2}{h}C'(0)-D(C_i-C_0).$$

Insert the boundary conditions. The second term becomes $-(x+D/h)(kC_i+C_i\dot x)$, and its $\dot x$ part cancels the first term. The third becomes $+D(C^*-C_0)$, and its $C_0$ cancels the one in the last term. What remains is

$$\dot M=DC^*-DC_i-\left(x+\frac Dh\right)kC_i .$$

Now use $kC_i=N\dot x$ and $C_i=N\dot x/k$:

$$\dot M=DC^*-N\dot x\left(x+\frac Dh+\frac Dk\right).$$

Multiply by $2/N$. The bracket turns into $(2x+A)\dot x$, the derivative of $x^2+Ax$. For a film that contains no dissolved oxidant at $t=0$, integration gives

$$x^2+Ax+\frac{2M}{N}=B(t+\tau).$$

Within this model the identity is exact. The Deal–Grove law omits the term $2M/N$, the oxidant still in transit.

**Q:** And how large can $M$ be?

**A:** The concentration stays between 0 and $C^*$. Diffusion creates no new extremum inside the film, so only the ends need checking. At the inner end a positive $C$ falls towards the interface, since $-DC'=(k+\dot x)C>0$, so no maximum sits there. At the outer end a value above $C^*$ would give $C'(0)>0$, and $C$ would be higher still further in. The same argument with signs reversed excludes negative values. Hence

$$\frac{2M}{N}\le\frac{2C^*}{N}\left(\frac{x^2}{2}+\frac{Dx}{h}\right)=\varepsilon\left(x^2+\frac{2D}{h}x\right)\le\varepsilon\,(x^2+Ax),$$

because $A\ge 2D/h$. With the identity this gives

$$\frac{B(t+\tau)}{1+\varepsilon}\le x^2+Ax\le B(t+\tau).$$

The relative error stays bounded: for a film that starts empty, the law is too high by at most $\varepsilon$ relative to the true $x^2+Ax$. The absolute gap $2M/N$ does keep growing with the film, and for small $\varepsilon$ the relative gap approaches about $\varepsilon/3$ in a thick film. If the film already holds oxidant at $t=0$, with $C\le C^*$, the right side of the identity gains $2M(0)/N\le\varepsilon(x_i^2+Ax_i)$, and $x^2+Ax$ can at first exceed $B(t+\tau)$ by at most that amount. In the example $\varepsilon=2.5\times10^{-6}$. The bound concerns the thickness, not the rate in the first moments, when oxidant has yet to cross the film. At 1 h the crossing time $x^2/D$ is about 0.009 s, far shorter than the time of growth.

**Q:** I would trust this more if I saw the law fail when $\varepsilon$ is not small.

**A:** The moving-boundary problem was solved numerically in scaled units with $D=N=k=1$, $h=2$ and $x_i=0.5$, up to $B(t+\tau)=18$. For $\varepsilon=0.1$ the ratio $(x^2+Ax)/[B(t+\tau)]$ came out as 0.970, and for $\varepsilon=0.01$ as 0.997. Both lie inside the bounds, whose lower limits are 0.909 and 0.990. With $2M/N$ added, the ratio returned to 1 within the tested tolerance of $10^{-4}$. These values are in the numerical output.

The diffusion-limited case can also be solved in closed form. Let $k$ and $h$ go to infinity and start from $x_i=0$. Then $A=0$, $C(0)=C^*$ and $C(x)=0$. Try $x=2\lambda\sqrt{Dt}$ with

$$C=C^*\left[1-\frac{\operatorname{erf}\!\big(y/2\sqrt{Dt}\big)}{\operatorname{erf}\lambda}\right],$$

which solves the diffusion equation and meets both end values. The flux at $y=x$ must equal $N\dot x=N\lambda\sqrt{D/t}$:

$$\frac{C^*}{\sqrt\pi}\sqrt{\frac Dt}\,\frac{e^{-\lambda^2}}{\operatorname{erf}\lambda}=N\lambda\sqrt{\frac Dt}
\quad\Rightarrow\quad \sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon .$$

For small $\lambda$, $\operatorname{erf}\lambda\approx(2/\sqrt\pi)(\lambda-\lambda^3/3)$ and $e^{\lambda^2}\approx1+\lambda^2$. The left side is then $2\lambda^2(1+2\lambda^2/3)$. Putting $\lambda^2\approx\varepsilon/2$ in the correction gives $2\lambda^2\approx\varepsilon(1-\varepsilon/3)$, so

$$\frac{x^2}{Bt}=\frac{4\lambda^2D}{2D\varepsilon}=\frac{2\lambda^2}{\varepsilon}\approx1-\frac\varepsilon3 .$$

The growth is still parabolic, with a slightly smaller constant. For $\varepsilon=0.1$ the full equation gives 0.968, against 0.967 from the expansion.

**Q:** So with $\varepsilon$ of a few parts in a million, the law is accurate to a few parts in a million?

**A:** No. That figure measures one approximation, the steady state. It says nothing about the other assumptions. If stress in the film changes $D$ or $k$ as it thickens, then $A$ is in general no longer constant, nor is $B$ if $D$ changes, and the integration above does not hold. If the oxidant is charged, an electric field adds a drift term to Fick's law. If a very thin film has a further growth channel that shares no step with the one treated here, its rate must be added to $B/(2x+A)$. In that last case one can still use the law for later growth, by taking as $x_i$ a measured thickness at which the extra channel has died out. The offset $\tau$ then absorbs the early history without explaining it.

## Computed values

```
Temperature T = 1300 K
Gas pressure P = 1.00e+06 dyn/cm^2
Henry constant K = 5.00e+10 cm^-3 per (dyn/cm^2)
Diffusivity D = 5.00e-09 cm^2/s
Interface rate constant k = 1.00e-03 cm/s
Gas transfer coefficient h_G = 1.00 cm/s
Bound oxidant density N = 2.00e+22 cm^-3
Initial thickness x_i = 0.0200 micrometre
Equilibrium concentration C* = 5.000e+16 cm^-3
eps = C*/N = 2.500e-06 (no unit)
Effective transfer coefficient h = 111.43 cm/s
k/h = 8.974e-06 (no unit)
A = 1.0000e-05 cm = 0.1000 micrometre
B = 2.5000e-14 cm^2/s = 0.00900 micrometre^2/h
B/A = 0.09000 micrometre/h
tau = 0.2667 h
Rate at x=A/2 over rate at x=0 = 0.5000 (no unit)
Time t when x=A/2: 0.5667 h
Slow-gas case h_G = 1.0e-05 cm/s: A = 0.1897 micrometre
Growth: t; x; x/linear law; x^2/parabolic law; local exponent
  0.1 h; 0.0262 micrometre; 0.7927; 0.2073; 0.8283
  1.0 h; 0.0679 micrometre; 0.5956; 0.4044; 0.7120
  10.0 h; 0.2581 micrometre; 0.2793; 0.7207; 0.5812
  100.0 h; 0.9013 micrometre; 0.0999; 0.9001; 0.5263
At t = 1 h: flux F = 2.1205e+13 cm^-2 s^-1
At t = 1 h: growth rate = 0.03817 micrometre/h
At t = 1 h: 1 - P_S/P = 3.806e-06 (no unit)
At t = 1 h: 1 - C0/C* = 3.806e-06 (no unit)
At t = 1 h: Ci/C* = 0.4241 (no unit)
At t = 1 h: gas resistance 1/h = 8.9742e-03 s/cm
At t = 1 h: diffusion resistance x/D = 1357.96 s/cm
At t = 1 h: reaction resistance 1/k = 1000.00 s/cm
At t = 1 h: diffusion time x^2/D = 0.0092 s
Moving boundary, eps=0.10: (x^2+Ax)/(B(t+tau)) = 0.96995
  with stored oxidant added: 1.000002
  lower bound 1/(1+eps): 0.90909
  diffusion-limited similarity x^2/(Bt): 0.968143
Moving boundary, eps=0.01: (x^2+Ax)/(B(t+tau)) = 0.99687
  with stored oxidant added: 1.000000
  lower bound 1/(1+eps): 0.99010
  diffusion-limited similarity x^2/(Bt): 0.996682
```
